Conductivity and Shot Noise of Ballistic Graphene at Neutrality

**1. Result and conditions**

A graphene strip has length L along the current direction x and width W along y. It contains no disorder, its Fermi level lies at the Dirac point, and it joins two heavily doped contacts at x = 0 and x = L. For W ≫ L, at zero temperature and small bias V, the conductance G, the conductivity σ and the Fano factor F are

G = (4e²/πh)(W/L)

σ = GL/W = 4e²/(πh)

F = S/(2eI) = 1/3.

Here I is the current and S the one-sided spectral density of its noise at zero frequency. The charge of the carriers has magnitude e.

The model is that of non-interacting electrons near the Dirac points. The potential steps at the contacts are abrupt on the scale L, yet smooth enough on the atomic scale not to mix the two valleys. Temperature, frequency and disorder go to zero at fixed L. The result therefore belongs to a coherent strip between contacts, and it is not a universal bulk conductivity.

**2. The Dirac equation as an equation in x**

For one spin and one valley the Hamiltonian is

H = ħv(σx kx + σy ky) + U(x),

where v is the Dirac velocity and σx, σy, σz are Pauli matrices. In a wide strip the edges matter little, so we take periodic conditions across the width. The transverse wavevector is then conserved and takes the values

q_j = 2πj/W, j = 0, ±1, ±2, …

Put kx = −i∂x and κ(x) = [E − U(x)]/(ħv). The equation Hψ = Eψ becomes

−iσx ∂xψ + qσyψ = κψ.

Multiply from the left by iσx. Since σx² = 1 and iσxσy = i(iσz) = −σz, this gives

∂xψ = (qσz + iκσx)ψ. (1)

The equation is of first order. At a finite potential step ψ is continuous, while its derivative may jump. The particle flux is vψ†σxψ, and by (1)

∂x(ψ†σxψ) = ψ†[(qσz − iκσx)σx + σx(qσz + iκσx)]ψ = qψ†(σzσx + σxσz)ψ = 0.

Flux is thus conserved, as a definition of transmission requires.

At neutrality E = 0 and U = 0 in the strip, so κ = 0 and the two components separate:

ψ₁(L) = e^{qL}ψ₁(0), ψ₂(L) = e^{−qL}ψ₂(0). (2)

For q ≠ 0 there is no propagating wave, and the solutions are evanescent. For q = 0 the spinor is constant.

**3. Contact waves and matching**

In both contacts U = −U₀, so κ = k_c = U₀/(ħv). A propagating wave has kx = ±k_c cos φ and q = k_c sin φ, with −π/2 < φ < π/2. The second row of (kxσx + qσy)χ = k_cχ reads

(kx + iq)χ₁ = k_cχ₂.

With χ₁ = 1 this gives χ₂ = ±cos φ + i sin φ. The right-moving and left-moving spinors are

χ₊ = (1, e^{iφ}), χ₋ = (1, −e^{−iφ}).

Their fluxes, proportional to 2 Re χ₂, are 2cos φ and −2cos φ. They are equal in size, so the transmission probability is T = |t|² with no velocity factor.

Let a wave of unit amplitude arrive from the left. At the interfaces

ψ(0) = χ₊ + rχ₋, ψ(L) = tχ₊.

Insert these into (2):

t = e^{qL}(1 + r)

te^{iφ} = e^{−qL}(e^{iφ} − re^{−iφ}).

The first line gives r = te^{−qL} − 1. Multiply the second by e^{qL} and substitute r:

te^{qL+iφ} = e^{iφ} + e^{−iφ} − te^{−qL−iφ}.

Collect the terms in t:

t = 2cos φ/(e^{qL+iφ} + e^{−qL−iφ}) = cos φ/cosh(qL + iφ).

The squared modulus of the denominator is

cosh²(qL)cos²φ + sinh²(qL)sin²φ = cos²φ + sinh²(qL),

where cosh² = 1 + sinh² was used. Hence

T(q) = cos²φ/[cos²φ + sinh²(qL)]. (3)

When k_cL ≫ 1, the modes with |q|L of order one have sin φ = q/k_c close to zero, and

T(q) = 1/cosh²(qL). (4)

The mode q = 0 is fully transmitted. Every other mode tunnels, with a decay length 1/|q| that can be as large as W/(2π). A wide strip thus has many evanescent modes that reach the other contact. The other valley has q replaced by −q, which leaves (3) unchanged.

Equation (3) was tested by direct numerical integration of the Dirac equation for qL = −1.7, 0.4 and 2.3 with k_cL = 5. The transmissions agreed within 10⁻⁶.

**4. Summing the modes**

In a channel, incoming states in an energy window dE arrive at the rate

v_x dkx/(2π) = dE/(2πħ) = dE/h,

because dE = ħv_x dkx. A small bias opens a window eV, and a fraction T of the arrivals passes. Each channel contributes e(eV/h)T to the current. With two spins and two valleys,

G = (4e²/h) Σ_j T(q_j). (5)

For W ≫ L the spacing of q_jL, which is 2πL/W, is small. The sum becomes an integral with dj = W dq/(2π), and with x = qL from here to the end of section 5,

Σ_j T = (W/2πL) ∫ dx/cosh²x = (W/2πL)[tanh x] = W/(πL),

with limits −∞ and ∞, where tanh x changes by 2. Equation (5) then gives the stated G and σ. The product GL/W is free of L because the range of transmitted q shrinks as 1/L: the current has the length dependence of an ohmic resistor although each evanescent mode decays exponentially.

How wide must the strip be? Write w = W/L. The Poisson formula Σ_j f(j) = Σ_m ∫f(u)e^{2πimu}du, with f(u) = 1/cosh²(2πu/w) and u = wx/(2π), gives

Σ_j T = (w/2π) Σ_m Φ(mw), Φ(p) = ∫e^{ipx}dx/cosh²x.

To find Φ for p > 0, close the contour with the line Im x = π. There cosh² has the same value and the exponential gains e^{−πp}. The enclosed pole is at x = iπ/2. With x = iπ/2 + z, 1/cosh²x = −1/sinh²z ≈ −1/z², and the residue is −ipe^{−πp/2}. Hence

Φ(p)(1 − e^{−πp}) = 2πi(−ip)e^{−πp/2} = 2πpe^{−πp/2}

Φ(p) = πp/sinh(πp/2).

Since Φ(0) = 2 and Φ is even,

Σ_j T = (w/π)[1 + Σ_{m≥1} πmw/sinh(πmw/2)]. (6)

The leading relative correction for a wide strip is 2πw e^{−πw/2}. At w = 5 it is 0.012, and the direct sum gives G/G_ideal = 1.0122, where G_ideal = σW/L. At w = 10 the ratio is 1.00001. The Fano factor converges more slowly: the direct sum gives F = 0.283 at w = 5 and 0.3332 at w = 10. In the opposite limit w → 0, the mode q = 0 remains alone, so G → 4e²/h and F → 0. This limit belongs to periodic edges; for edge conditions that allow no q = 0 mode, G → 0 and F → 1 instead. This exponential accuracy was derived here for periodic edges; section 8 gives one example of an added edge contribution.

**5. Shot noise and the distribution of transmissions**

At zero temperature the states in the bias window are all filled on the source side and all empty on the drain side. During a long time τ, N = eVτ/h electrons arrive in each channel. The incoming stream is regular, because the Pauli principle fills each state once. Each arrival passes with probability T, so the transferred number has the binomial variance NT(1 − T). The one-sided noise is twice the charge variance per unit time:

S = 2e(4e²V/h) Σ_j T_j(1 − T_j).

Divide by 2eI = 2e(4e²V/h) Σ_j T_j:

F = 1 − Σ_j T_j²/Σ_j T_j. (7)

With s = tanh x, ds = dx/cosh²x and 1/cosh²x = 1 − s², so

∫dx/cosh⁴x = ∫(1 − s²)ds = 2 − 2/3 = 4/3,

where s runs from −1 to 1. Therefore F = 1 − (4/3)/2 = 1/3.

The counting argument was tested on a chain of 600 sites with unit hopping and a central bond of 0.6. Fermions filled the left half at the start. Between times 60 and 120, in units of ħ over the hopping, the mean transferred number and its variance grew at 0.99995 and 0.99984 times the rates given by the integrals of T and T(1 − T) over energy.

The noise comes from the partly transmitting modes. A mode has transmission above T when |q|L < arcosh(1/√T). There are W/(2π) modes per unit q, and both signs of q count, so

N(>T) = (W/πL) arcosh(1/√T).

The derivative of arcosh(T^{−1/2}) is −1/[2T√(1 − T)]. The number of modes per unit T is thus

ρ(T) = −dN/dT = (W/2πL)/[T√(1 − T)].

It is large near T = 0 and near T = 1. Modes near zero carry little current, and those near one carry current with little noise. The remaining noise is one third of the value 2eI for rare, independent transfers.

**6. A lattice test of the factor 4**

The continuum calculation puts in the two valleys by hand. A nearest-neighbour honeycomb lattice contains them from the start. Its transmission was summed over the full transverse Brillouin zone, with a factor 2 for spin alone and contacts shifted by 0.2 of the hopping energy. Strips of 150 and 300 cells gave

σ = 1.2683 and 1.2688 e²/h

F = 0.3336 and 0.3337.

The continuum values are 4/π = 1.2732 e²/h and 0.3333. The conductivities lie within 0.4 % of the continuum value, and doubling the length at fixed contact shift changes σ by less than 0.1 %. The remaining deficit, for this geometry with zigzag interfaces, grows with the contact shift: for 300 cells it is 0.15 % at a shift of 0.1, 0.35 % at 0.2 and 1.4 % at 0.4. The lattice also checks ρ(T): for 300 cells, the number of modes with T > 0.5 per spin and valley, times L/W, is 0.279, against 0.281 from N(>T).

**7. Finite doping, energy and temperature**

Contact doping. Let K = k_cL and x = qL. Then cos²φ = 1 − x²/K², and expansion of (3) to first order in 1/K² gives

T = 1/cosh²x − (x²/K²) tanh²x/cosh²x.

The relative change of G is −J/K², where, by partial integration,

J = ∫₀^∞ x² tanh²x dx/cosh²x = (2/3)∫₀^∞ x(1 − tanh³x)dx.

Use tanh³x = tanh x − tanh x/cosh²x. The first part is

∫₀^∞ x(1 − tanh x)dx = ∫₀^∞ 2x dx/(e^{2x} + 1) = (1/2)(π²/12) = π²/24.

The second, again by parts, is

∫₀^∞ x tanh x dx/cosh²x = (1/2)∫₀^∞ dx/cosh²x = 1/2.

Thus J = π²/36 + 1/3 ≈ 0.61. For the neutral strip in the continuum model, the doping level hardly affects the result once k_cL is large. Away from neutrality the effect is larger, as section 8 shows.

Energy away from neutrality. Let κ be constant in the strip and take strongly doped contacts, φ = 0. The matrix M = qσz + iκσx obeys M² = q² − κ² = −k², with k² = κ² − q². Therefore

ψ(0) = e^{−ML}ψ(L) = [cos kL − M sin(kL)/k] t(1, 1).

The incoming amplitude is half the sum of the two components of ψ(0). The sum of the components of M(1, 1) is 2iκ, since the q terms cancel. Setting the incoming amplitude to one,

1 = t[cos kL − iκ sin(kL)/k].

With κ² = k² + q² it follows that

T = 1/[1 + (q²/k²) sin²(kL)]. (8)

For |q| > |κ| the wavevector k is imaginary, and at κ = 0 the expression returns to (4). The energy scale for departures from the neutral result is ħv/L.

For |κ|L ≫ 1 the propagating modes dominate. Averaging (8) over the phase kL gives 1/√(1 + q²/k²) = √(1 − q²/κ²). Then

Σ_j T ≈ (W/2π)∫√(1 − q²/κ²)dq = W|κ|/4,

with q from −|κ| to |κ|. Relative to W/(πL), the conductance has grown by π|κ|L/4. It no longer falls as 1/L, so a length-independent conductivity is a property of the neutral strip and not of ballistic graphene at any density.

Thermal noise. At finite temperature, let f_L and f_R be the source and drain occupations at one energy. The net transfer is +1 with probability Tf_L(1 − f_R), −1 with probability Tf_R(1 − f_L), and otherwise zero. Its variance is

T[f_L(1 − f_R) + f_R(1 − f_L)] − T²(f_L − f_R)².

The ratio of the two terms in square brackets is e^{eV/k_BT} and their difference is f_L − f_R. Their sum is therefore (f_L − f_R)coth(eV/2k_BT), whose energy integral is eV coth(eV/2k_BT). The sum also equals f_L(1 − f_L) + f_R(1 − f_R) + (f_L − f_R)². Each of the first two terms integrates to k_BT, so

∫(f_L − f_R)²dE = eV coth(eV/2k_BT) − 2k_BT.

For T independent of energy, the sum over modes gives

S/(2eI) = (1 − F)(2k_BT/eV) + F coth(eV/2k_BT). (9)

**8. A 100 nm device**

Take L = 100 nm, W = 2000 nm, v = 10⁶ m/s, contact doping 0.30 eV, temperature 4.2 K and V = 3.0 mV. With ħv = 0.6582 eV nm,

ħv/L = 6.58 meV, k_cL = 0.30 eV/6.58 meV = 45.6.

The modes have q_jL = 2πj/20. Their transmissions are 1 for j = 0, 0.907 for j = ±1, 0.690 for j = ±2, 0.159 for j = ±5 and 0.007 for j = ±10. The sums are Σ_j T = 6.366 and Σ_j T² = 4.244, so

F = 1 − 4.244/6.366 = 0.333

G = 20 × 49.33 µS = 0.987 mS, 1/G = 1014 Ω

I = 0.987 mS × 3.0 mV = 2.96 µA

S = 2e(1/3)I = 3.16 × 10⁻²⁵ A²/Hz.

These are ideal values. The following changes are taken one at a time, with the other settings held fixed.

Finite contact doping lowers G by 0.03 %. At 4.2 K, k_BT = 0.362 meV is far below ħv/L, and G at small bias rises by 0.1 %. The noise is more sensitive. Equation (9), with 2k_BT/eV = 0.241, gives

S/(2eI) = 0.667 × 0.241 + 0.333 × 1.0005 = 0.494.

A measured ratio of 0.49 would thus contain a large thermal part. With the energy dependence (8) included, the ratio is 0.495, and (9) then returns F = 0.334.

At 300 K the conductance found from (8), thus for strongly doped contacts and without phonons, is 4.36 times the ideal value. The large-|κ|L law explains most of this. The thermal mean of |E| is 2k_BT ln 2, and k_BT/(ħv/L) = 3.93, so π|κ|L/4 averages to (π/4)(1.386)(3.93) = 4.28.

A residual carrier density n = 5 × 10⁹ cm⁻² has Fermi wavevector √(πn), since four species each hold k_F²/(4π) carriers per area. This gives κL = 1.25, or an energy of 8.2 meV. Treated as a uniform offset between strongly doped contacts, as in (8), it raises G by 17 % and lowers F to 0.304. With contacts doped to 0.30 eV the rise is about 19 % if the carriers in the strip have the same sign as those in the contacts, and about 15 % if they have the opposite sign. This density is that of a very clean sample; a uniform offset of 10¹¹ cm⁻² gives κL = 5.6, G about 4.3 times the ideal value and F near 0.15. Random charge puddles are not represented by this estimate.

If the contact doping falls linearly to zero over 10 nm inside each end of the strip, G rises by 16 % and F is 0.332. The conductance is that of an ideal strip of length 100/1.16 = 86 nm, between the 80 nm of undoped graphene and the full 100 nm. The ramp length is an assumption and matters strongly: ramps of 30 nm raise G by 95 %. A contact resistance of 200 Ω µm per contact adds 200 Ω in series and lowers the apparent conductivity by the factor 1014/1214 = 0.835. One additional fully transmitted edge mode with two spins would add 2e²/h, or 7.9 % of G. This is an example, not a bound on edge effects.

**9. Real devices and transistors**

The parameters are round values chosen to illustrate a short, clean graphene device. Residual density and contact resistance vary strongly between samples. Real devices break the assumptions of a uniform neutral channel, abrupt doping steps and ideal contacts. For the numbers above, a uniform density offset raises G by about 15 to 19 % and the contact ramps raise it by 16 %, while series resistance lowers its apparent value by about 16 %. Partial cancellation could bring a measured conductivity near 4e²/(πh) without the model being satisfied, so the dependence on length and the noise should be examined together. Interactions, phonons and random disorder have not been sized here.

For a transistor the result means that tuning the gate to neutrality does not switch the channel off. In this model, for k_BT ≪ ħv/L (ħv/L corresponds to about 76 K at 100 nm), the remaining conductance per width is 4e²/(πhL), or 0.49 mS/µm at 100 nm. At fixed width it then doubles when L is halved, as long as the strip stays wide, neutral and coherent and k_cL stays large. At 300 K thermally excited carriers dominate: equation (8) gives 2.15 mS/µm at 100 nm, and halving L raises G by only about 6 %. The numerical output lists the main values used here.

Calculated quantities

```
Length, width: 100, 2000 nm; W/L = 20
Velocity: 1.0e+06 m/s; hbar v = 0.6582 eV nm
Energy scale hbar v/L: 6.582 meV
Contact doping: 0.30 eV; k_c L = 45.58
Temperature: 4.2 K; kT = 0.3619 meV
Bias: 3.0 mV
Mode j=0: qL = 0.0000, T = 1.00000
Mode j=1: qL = 0.3142, T = 0.90745
Mode j=2: qL = 0.6283, T = 0.68987
Mode j=5: qL = 1.5708, T = 0.15883
Mode j=10: qL = 3.1416, T = 0.00744
Sum of T per spin and valley: 6.36620
Sum of T squared: 4.24413
Ideal conductivity: 49.326 microsiemens
Ideal conductivity: 1.27324 e^2/h
Inverse conductivity: 20.273 kiloohm
Conductance: 0.9865 mS; resistance: 1013.7 ohm
Fano factor from modes: 0.333333
Current: 2.9596 microampere
Zero-temperature shot noise: 3.161e-25 A^2/Hz
W/L=1: G/ideal=3.14168, F=0.00003
W/L=2: G/ideal=1.59422, F=0.01458
W/L=5: G/ideal=1.01221, F=0.28297
W/L=10: G/ideal=1.00001, F=0.33318
Lattice 150 cells: sigma=1.26825 e^2/h, F=0.33361
Lattice 300 cells: sigma=1.26880 e^2/h, F=0.33374
Lattice count T>0.5 times L/W: 0.27929
Formula count T>0.5 times L/W: 0.28055
Fermion mean rate, evolved/formula: 0.99995
Fermion variance rate, evolved/formula: 0.99984
Finite-doping change of G: -0.0292 %
G/ideal at 4.2 K, small bias: 1.0010
G/ideal at 300 K, no phonons: 4.358
I/(ideal G V) at stated bias and temperature: 1.0028
Total noise/(2eI), with thermal noise: 0.4947
Constant-T crossover noise/(2eI): 0.4944
F inferred from crossover formula: 0.3338
Residual density: 5.0e+09 cm^-2
Offset energy: 8.249 meV; kappa L = 1.253
Density offset: G/ideal=1.1706, F=0.3043
Contact ramps of 10 nm: G/ideal=1.1597, F=0.3324
Contact resistance: 200 ohm um per contact
Series resistance: 200.0 ohm; G/ideal=0.8352
One spin-degenerate edge mode: 7.85 % of G
```
